# Why nuclear energy-loss spectra of thin layers are strongly skewed

**Question.** A beam of heavy ions, all of the same energy, passes through a layer a few nanometres thick. On average an ion has a dozen or more encounters with atoms on the way. A sum of many independent contributions is expected to be roughly symmetric about its mean, yet the spectrum of energy given to the atoms has a sharp peak at small loss and a long tail at large loss. Why does the number of collisions fail to make the spectrum symmetric, and how does the asymmetry depend on the thickness?

## Mechanism: a rare event with a large effect

The encounters are very unequal. An ion usually passes an atom at a distance where the electrons screen the nuclear charge, and it transfers little energy. Occasionally it passes close to the nucleus and transfers a large part of its energy. In a thin layer most ions have no such close collision.

Keep only this contrast. Let an ion lose the energy $T_0$ with a small probability $q$, and otherwise nothing. The mean loss is $qT_0$. The deviation from it is $(1-q)T_0$ with probability $q$, and $-qT_0$ with probability $1-q$. The mean square deviation is

$$q(1-q)^2T_0^2+(1-q)q^2T_0^2=q(1-q)T_0^2 ,$$

and the mean cube is

$$q(1-q)^3T_0^3-(1-q)q^3T_0^3=q(1-q)(1-2q)T_0^3 ,$$

because $(1-q)^2-q^2=1-2q$. Skewness is the mean cube divided by the 3/2 power of the mean square:

$$\gamma=\frac{1-2q}{\sqrt{q(1-q)}}\approx\frac{1}{\sqrt q}\qquad(q\ll1).$$

The size $T_0$ has cancelled. The skewness is large because the event is rare. Doubling a thin layer doubles $q$, which lowers $\gamma$ by a factor $\sqrt2$. A real layer has transfers of all sizes, so it must be found which collisions play the part of the rare event.

## From collisions to the skewness formula

Let $x$ be the thickness, $N$ the number of atoms per volume, and $d\sigma$ the cross-section for transfers between $T$ and $T+dT$. Three assumptions define the model. The atoms are randomly placed, so collisions are independent. The path is straight. The loss is small compared with the ion energy $E$, so $d\sigma$ keeps its entrance value throughout. Electronic energy loss is left aside for now. Define

$$M_n=\int T^n\,d\sigma .$$

Here $M_0$ is the total cross-section and $NM_1$ is the mean nuclear energy loss per length.

Let $Q$ be the total nuclear loss, and let $G(s,x)=\langle e^{sQ}\rangle$. Add a slice $dx$. With probability $1-N\,dx\,M_0$ nothing happens in it; with probability $N\,dx\,d\sigma$ the loss grows by $T$, which multiplies $e^{sQ}$ by $e^{sT}$. Independence lets the averages multiply:

$$G(s,x+dx)=G(s,x)\left[1-N\,dx\,M_0+N\,dx\int e^{sT}d\sigma\right].$$

Therefore $\partial G/\partial x=N\,G\int(e^{sT}-1)\,d\sigma$. Since $Q=0$ at $x=0$, $G(s,0)=1$, and

$$\ln G=Nx\int\left(e^{sT}-1\right)d\sigma=Nx\left(sM_1+\frac{s^2}{2}M_2+\frac{s^3}{6}M_3+\dots\right).$$

To read off the moments, write $Q=\bar Q+\delta$, where $\bar Q$ is the mean. Then

$$\ln G=s\bar Q+\ln\left(1+\frac{s^2}{2}\langle\delta^2\rangle+\frac{s^3}{6}\langle\delta^3\rangle+O(s^4)\right).$$

The logarithm changes nothing up to third order, because the square of its small argument begins at $s^4$. Equating powers of $s$ gives

$$\bar Q=NxM_1,\qquad \langle\delta^2\rangle=NxM_2,\qquad \langle\delta^3\rangle=NxM_3 .$$

The skewness follows:

$$\boxed{\gamma=\frac{NxM_3}{(NxM_2)^{3/2}}=\frac{M_3}{M_2^{3/2}\sqrt{Nx}}=\sqrt{\frac{x_s}{x}},\qquad x_s=\frac{M_3^2}{NM_2^3}}$$

The third moment itself grows with thickness. Its yardstick, the cube of the width, grows faster, as $x^{3/2}$. Four equal layers in succession have four times the variance and four times the third moment of one layer. The width doubles, its cube grows eightfold, and the skewness halves.

Counting collisions instead of energy means replacing $T$ by 1 in the exponent. This gives $\ln\langle e^{sk}\rangle=\nu(e^s-1)$ with $\nu=NxM_0$, hence

$$\langle e^{sk}\rangle=e^{-\nu}\sum_k\frac{\nu^k}{k!}e^{sk}.$$

The number $k$ is Poisson distributed with mean $\nu$. The loss is a Poisson number of random transfers, which is called a compound Poisson variable. The same holds for any subclass of collisions, with its own cross-section in place of $M_0$.

## Why many collisions do not help

If all transfers were equal to $T_0$, then $M_n=T_0^nM_0$ and $\gamma=1/\sqrt\nu$. Unequal transfers make the skewness larger. Two integrals that cannot be negative show it:

$$\int(T-c)^2d\sigma=M_2-2cM_1+c^2M_0\ge0,$$
$$\int T(T-c)^2d\sigma=M_3-2cM_2+c^2M_1\ge0 .$$

Taking $c=M_1/M_0$ in the first gives $M_1^2\le M_0M_2$. Taking $c=M_2/M_1$ in the second gives $M_2^2\le M_1M_3$. Square the latter and insert the former: $M_2^4\le M_1^2M_3^2\le M_0M_2M_3^2$. Division by $M_2$ leaves $M_2^3\le M_0M_3^2$, so

$$\gamma^2=\frac{M_3^2}{NxM_2^3}\ge\frac1{NxM_0}=\frac1\nu .$$

The total number of collisions sets only a lower bound on the skewness. The number that fixes its value is $1/\gamma^2=NxM_2^3/M_3^2$, an effective number of collisions that can be far below $\nu$.

A power law shows which collisions it counts. Let $d\sigma=C\,T^{-1-m}dT$ up to the largest possible transfer $T_{\max}$, with $0<m\le1$. For $n>m$,

$$M_n=C\int_0^{T_{\max}}T^{n-1-m}dT=\frac{C\,T_{\max}^{\,n-m}}{n-m}.$$

For $n=2$ and $n=3$ the upper end dominates. The part of $M_n$ from $T>T_{\max}/4$ is $1-4^{-(n-m)}$; for $m=1/2$ this is 87.5% of the variance and 96.9% of the third moment. Call these collisions hard. The threshold is a convention. Inserting $M_2$ and $M_3$ in the skewness, the powers of $T_{\max}$ combine to $(3-m)-\tfrac32(2-m)=m/2$:

$$\gamma=\frac{(2-m)^{3/2}}{3-m}\,\frac{T_{\max}^{m/2}}{\sqrt{NxC}} .$$

The mean number of hard collisions is

$$\nu_h=NxC\int_{T_{\max}/4}^{T_{\max}}T^{-1-m}dT=NxC\,T_{\max}^{-m}\,\frac{4^m-1}{m}.$$

Multiplying by its square root removes $C$, $x$ and $T_{\max}$:

$$\gamma\sqrt{\nu_h}=\frac{(2-m)^{3/2}}{3-m}\sqrt{\frac{4^m-1}{m}} .$$

This is 1.04 for $m=1/2$ and 0.87 for $m=1$, the latter being the unscreened Coulomb case. For such cross-sections $\gamma\approx1/\sqrt{\nu_h}$, as in the two-outcome picture, with the hard collision as the rare event.

## The collision law for a real number

In the centre-of-mass frame an elastic collision turns the velocities through an angle $\theta$ without changing their lengths. For an ion of mass $M_{\rm ion}$ and speed $v$ and an atom of mass $M_{\rm at}$ at rest, the atom's speed in that frame is $u=M_{\rm ion}v/(M_{\rm ion}+M_{\rm at})$. Its velocity changes by $2u\sin(\theta/2)$, so its final energy in the laboratory is

$$T=\tfrac12M_{\rm at}\,4u^2\sin^2\frac\theta2=T_{\max}\sin^2\frac\theta2,\qquad T_{\max}=\frac{4M_{\rm ion}M_{\rm at}}{(M_{\rm ion}+M_{\rm at})^2}E .$$

The angle depends on the impact parameter $p$. The relative motion has energy $E_c=EM_{\rm at}/(M_{\rm ion}+M_{\rm at})$. Conservation of angular momentum gives $r^2\dot\varphi=vp$, and conservation of energy gives $\dot r^2=v^2(1-V/E_c-p^2/r^2)$. Dividing $\dot\varphi$ by $\dot r$ and integrating over both halves of the path from the closest distance $r_0$,

$$\theta=\pi-2p\int_{r_0}^\infty\frac{dr}{r^2\sqrt{1-V(r)/E_c-p^2/r^2}} .$$

The potential is the universal screened form of Ziegler, Biersack and Littmark,

$$V=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0r}\,\phi(r/a),\qquad a=\left(\frac{9\pi^2}{128}\right)^{1/3}\frac{a_0}{Z_1^{0.23}+Z_2^{0.23}},$$

where $a_0$ is the Bohr radius, $Z_1$ and $Z_2$ are the atomic numbers of ion and atom, and

$$\phi(y)=0.18175e^{-3.1998y}+0.50986e^{-0.94229y}+0.28022e^{-0.4029y}+0.02817e^{-0.20162y}.$$

This is a fitted average over many atom pairs, not an exact interaction. The results below depend on it at the level of a few percent: the Molière screening function with the Firsov length changes $x_s$ from 157 to 167 nm and the 4 nm skewness from 6.3 to 6.5. Finally $d\sigma=2\pi p\,dp$. The largest $p$ is set by one atom per collision cell, $\pi p_{\max}^2=N^{-2/3}$. This convention fixes $M_0$, but hardly affects $M_2$ and $M_3$.

## Numbers for a 4 nm layer

Take masses 75 u and 28 u, atomic numbers 33 and 14, $N=50\ \mathrm{nm^{-3}}$ and $E=200$ keV. The largest transfer is

$$T_{\max}=\frac{4\cdot75\cdot28}{103^2}\cdot200\ \mathrm{keV}=158.4\ \mathrm{keV}.$$

With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm, the screening length is $a=0.0115$ nm. Numerical quadrature of the scattering integral, and then of the moments over $p$, gives

- $M_0=0.0737\ \mathrm{nm^2}$ and $M_1=22.12\ \mathrm{eV\,nm^2}$,
- $M_2=1.016\times10^6\ \mathrm{eV^2\,nm^2}$,
- $M_3=9.064\times10^{10}\ \mathrm{eV^3\,nm^2}$.

The skewness length is $x_s=M_3^2/(NM_2^3)=157$ nm. For $x=4$ nm,

$$\gamma=\sqrt{157/4}=6.3 .$$

At 1 nm it is 12.5 and at 16 nm it is 3.1, at the same entrance energy.

The mean loss at 4 nm is $50\cdot4\cdot22.12$ eV $=4.42$ keV. The standard deviation is $\sqrt{200\cdot1.016\times10^6}$ eV $=14.3$ keV, three times the mean. Since a loss cannot be negative, such a width requires a long upper tail. The full spectrum can be built numerically from a very thin slice by repeatedly convolving the spectrum with itself, each time doubling the thickness. Its median at 4 nm is about 0.4 keV, a tenth of the mean, and 84% of the ions lose less than the mean.

The mean number of all collisions is $\nu=200\cdot0.0737=14.7$. This count is set by the choice of $p_{\max}$: halving or doubling $p_{\max}$ gives 3.7 or 59, while $\gamma$ stays the same to the digits shown. Equal transfers would give a skewness of only $1/\sqrt{14.7}=0.26$. The effective number is instead $1/\gamma^2=0.026$. Hard collisions, with $T>39.6$ keV, require $p<0.0063$ nm, so their mean number is

$$\nu_h=200\,\pi\,(0.00632)^2=0.025 .$$

The chance of at least one is $1-e^{-\nu_h}=2.5\%$. These collisions carry 43% of the mean loss, 84% of the variance and 96% of the third moment. The product $\gamma\sqrt{\nu_h}$ is 0.99, between the two power-law values. That it is so close to one depends on the chosen threshold.

Deleting classes of collisions tests the cause, with thickness and entrance energy held fixed. Leave out all transfers below $T_{\max}/100=1.58$ keV, which are 98% of the collisions for the chosen $p_{\max}$. The skewness goes from 6.26 to 6.27: the variance falls slightly and the third moment hardly at all. Keep those soft collisions alone, and the skewness drops to 1.9. It remains well above the equal-transfer value because the soft transfers are themselves unequal: the largest of them, from $T_{\max}/400$ to $T_{\max}/100$, occur on average only about 0.3 times per ion. A power law also gives a drop: $\gamma\propto T_{\max}^{m/2}$ at fixed $C$, so a hundredfold lower cut-off multiplies $\gamma$ by $100^{-m/2}$, which is 0.32 for $m=1/2$ and 0.10 for $m=1$. The computed ratio is $1.90/6.26=0.30$. The screened cross-section is not a single power law, so the closeness to the first value is not a test of it.

The rarity also matters for a measurement. Among 1000 transmitted ions about 25 have a hard collision, and this count fluctuates by about $\sqrt{25}=5$, or 20% of itself. A short run therefore samples the part of the spectrum that determines the skewness poorly.

## Limits of the law

**Thick layers.** Within the frozen model the $n$th coefficient in the expansion of $\ln G$, measured in units of the width, scales as $x/x^{n/2}=x^{1-n/2}$. All terms beyond $n=2$ fade, and the spectrum approaches a Gaussian. The example cannot reach that limit. At $x=x_s$, where $\gamma$ would be 1, the mean nuclear loss would be $156.8\cdot1.106$ keV $=173$ keV, most of the entrance energy. The length $x_s$ is thus a parameter of the thin-layer law, not a thickness at which the law may be used here.

**Slowing and deflection.** A random-collision simulation with 200,000 ions can include both, together with a continuous electronic drag proportional to speed. The Lindhard–Scharff formula gives the drag,

$$S_e=8\pi N\frac{e^2a_0}{4\pi\varepsilon_0}\,\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac v{v_0},$$

with $v_0=e^2/(4\pi\varepsilon_0\hbar)$. At entrance it is about 400 eV/nm. Relative to a frozen, straight-path simulation with the same random draws, the skewness of the total loss changes by $-2\%$ at 4 nm and $-10\%$ at 16 nm. The sampling error of these differences was not evaluated; that of the frozen skewness itself is below 1% at both thicknesses. The mean total loss at 16 nm is 24 keV, or 12% of the entrance energy, so a correction of this order is reasonable. The simulation does not separate the contributions of slowing and deflection.

**Electronic fluctuations.** If the drag consists of independent transfers $0\le t\le t_{\max}$ to free electrons, its variance per length is at most $t_{\max}S_e$, because $t^2\le t_{\max}t$. An electron meeting the ion head-on at the Fermi speed $v_F$ has its momentum changed by $2m_e(v+v_F)$, and the ion loses $v$ times this. With four free electrons per atom, $t_{\max}=2m_ev(v+v_F)=23$ eV. The bound is $2\times10^{-4}$ of the nuclear variance. Inner-shell excitation, which accompanies close collisions, is not covered by it.

**Fixed number of collisions.** Order among the atoms can make the number of collisions more regular and can also correlate their impact parameters. Only the first effect is estimated here. Suppose each ion had a fixed number $\nu$ of independent collisions instead of a Poisson number. The variance per collision would be $\langle T^2\rangle-\langle T\rangle^2$, and the third moment $\langle T^3\rangle-3\langle T\rangle\langle T^2\rangle+2\langle T\rangle^3$, with $\langle T^n\rangle=M_n/M_0$. For the example the variance falls by 0.65% and the third moment by 1.0%. These changes are small because the transfers cover a broad range, so that $\langle T\rangle^2$ is far below $\langle T^2\rangle$; for equal transfers the spread would vanish altogether. In $\gamma$ the two changes happen to cancel almost completely, leaving $-0.03\%$.

**Collection of ions.** The law describes all transmitted ions. In the centre-of-mass frame the ion's speed is $M_{\rm at}/M_{\rm ion}$ times the speed of the frame, so one collision deflects it by at most $\arcsin(28/75)=21.9^\circ$. In the example 97% of the hard collisions deflect the ion by more than $15^\circ$ and 99% by more than $10^\circ$. A narrow forward detector therefore rejects nearly all of them and records a different spectrum.

## Beside a real implantation

The parameters are rough typical values for arsenic implanted into amorphous silicon. The energy of 200 keV is high for shallow junctions, and a free-standing 4 nm layer is unusually thin; the layer may instead be read as the first 4 nm of a thicker target. Many real wafers are crystalline, which breaks the assumption of random atoms. An ion steered along an open channel has fewer close collisions. If, for illustration, all cross-sections were halved, $M_3/M_2^{3/2}$ would grow by $\sqrt2$ and the skewness at 4 nm would rise from 6.3 to 8.9. If instead only soft collisions remained, it would fall, as the deletion test above shows. The actual change depends on beam direction and temperature and lies outside this model. For this ion and energy in a random layer 4 nm thick, a quoted mean nuclear loss describes few individual ions: most lose much less, and about one in forty has a collision that costs it more than 39 keV.
